\section*{Why Velocity-Randomizing Scattering Has a Relaxation Time Even When Inelastic}

\section{Four mobilities}

Take electrons at 300 K with parameters roughly like those of silicon. An electron with 120 meV of energy emits 60 meV phonons at a rate of 5.26 per picosecond, and each emission takes away half its energy. Collisions therefore couple the distribution at 120 meV to the distributions at 60 and 180 meV. Solving the Boltzmann equation with all these couplings kept gives a mobility of 1758.5 cm$^2$/Vs. A calculation that treats each energy alone, and uses nothing but the total rate at which electrons leave a state, also gives 1758.5 cm$^2$/Vs.

Now let the scattering by the 60 meV phonons depend on the angle $\gamma$ between initial and final momentum, with the total rate held fixed and the scattering by acoustic phonons left isotropic. With the angular factor $1+P_2(\cos\gamma)$, where $P_l$ is a Legendre polynomial, the coupled equation again gives 1758.5. With $1+\cos\gamma$ it gives 1976.1, 12\% above the simple result. The simple calculation thus needs neither elastic collisions nor strict isotropy. Scattering that is even in the momenta is enough.

\section{The cancellation}

Let $f(\mathbf p)$ be the occupation of a momentum state in a uniform carrier gas, and $S(\mathbf p,\mathbf p')$ the transition rate from $\mathbf p$ to $\mathbf p'$. In a crystal with several valleys, $\mathbf p$ is measured from the valley minimum. Nondegenerate means $f\ll1$, so that final states are free. The collision term is then arrivals minus departures:
\begin{equation}
C[f](\mathbf p)=\sum_{\mathbf p'}\left[f(\mathbf p')S(\mathbf p',\mathbf p)-f(\mathbf p)S(\mathbf p,\mathbf p')\right].
\end{equation}
Scattering is called velocity-randomizing here if a final momentum and its opposite are equally likely, $S(\mathbf p,-\mathbf p')=S(\mathbf p,\mathbf p')$. The energy is assumed even, $E(-\mathbf p)=E(\mathbf p)$.

Arrivals involve $S$ with $\mathbf p'$ as the \emph{initial} momentum, so evenness in that argument is needed too. For a lattice in equilibrium at temperature $T$ it follows from detailed balance,
\begin{equation}
S(\mathbf p',\mathbf p)=S(\mathbf p,\mathbf p')\,e^{[E(\mathbf p')-E(\mathbf p)]/k_BT}.
\end{equation}
Replacing $\mathbf p'$ by $-\mathbf p'$ changes neither factor on the right, hence $S(-\mathbf p',\mathbf p)=S(\mathbf p',\mathbf p)$.

Split $f=f_S+f_A$ into parts even and odd in $\mathbf p$. The arrivals due to $f_A$ are
\begin{align}
I(\mathbf p)&=\sum_{\mathbf p'}f_A(\mathbf p')S(\mathbf p',\mathbf p)
=\sum_{\mathbf p'}f_A(-\mathbf p')S(-\mathbf p',\mathbf p)\nonumber\\
&=-\sum_{\mathbf p'}f_A(\mathbf p')S(\mathbf p',\mathbf p)=-I(\mathbf p).
\end{align}
The second form renames the summation variable, and the third uses the two parities. So $I=0$. In the departures $f_A(\mathbf p)$ stands outside the sum and survives:
\begin{equation}
C[f_A](\mathbf p)=-\frac{f_A(\mathbf p)}{\tau(\mathbf p)},\qquad
\frac1{\tau(\mathbf p)}=\sum_{\mathbf p'}S(\mathbf p,\mathbf p').
\label{law}
\end{equation}

No energy condition entered. The states $\mathbf p'$ and $-\mathbf p'$ have the same energy, so the cancellation takes place within each energy shell, whichever shell the carriers come from. An inelastic collision does bring carriers to $\mathbf p$ from other energies, but the surplus moving one way and the deficit moving the other way contribute equal and opposite amounts.

The even part cannot spoil this. In $C[f_S](-\mathbf p)$ the vector $-\mathbf p$ appears in $f_S$ and in the two arguments of $S$, all of them even, so $C[f_S](-\mathbf p)=C[f_S](\mathbf p)$. The collision term as a whole is $C[f_S]-f_A/\tau$, and its odd part is $-f_A/\tau$ whatever $f_S$ may be.

With a uniform force $\mathbf X$, the Boltzmann equation is $\partial_tf+\mathbf X\cdot\nabla_{\mathbf p}f=C[f]$. The gradient turns even functions into odd ones and vice versa, so the equation separates into
\begin{align}
\partial_tf_A+\mathbf X\cdot\nabla_{\mathbf p}f_S&=-f_A/\tau,\label{oddeq}\\
\partial_tf_S+\mathbf X\cdot\nabla_{\mathbf p}f_A&=C[f_S].
\end{align}
Without force, $f_A(\mathbf p,t)=f_A(\mathbf p,0)e^{-t/\tau(\mathbf p)}$, while $f_S$ exchanges energy with the lattice in a more complicated way. A numerical test shows the contrast. A random initial distribution was placed on a ladder of energies 60 meV apart, with the factor $1+P_2$ in the scattering by 60 meV phonons. After 0.3 ps the even part had changed by up to 0.48 of the equilibrium occupation. Below the top rung, where the ladder was cut off, the odd part agreed with the exponential law to rounding error.

\section{A solvable model}

Let $E=p^2/2m$. A lattice vibration of frequency $\omega$ shifts the electron energy by $D$ times the displacement. For one mode in a crystal of volume $\Omega$ and mass density $\rho$, the squared displacement matrix element is $\hbar/(2\rho\Omega\omega)$ times $N$ for absorption or $N+1$ for emission, where $N=1/(e^{\hbar\omega/k_BT}-1)$. The golden rule gives
\begin{equation}
S(\mathbf p,\mathbf p')=\frac{2\pi}{\hbar}\frac{\hbar D^2}{2\rho\Omega\omega}
\left[N\delta(E'-E-\hbar\omega)+(N+1)\delta(E'-E+\hbar\omega)\right].
\end{equation}
With $D$ and $\omega$ constant, this depends on the two energies alone and is even in both momenta. The sum over final states needs the density of states per volume, spin and valley,
\begin{equation}
g(\varepsilon)=\int\frac{4\pi p^2dp}{(2\pi\hbar)^3}\,\delta\!\left(\frac{p^2}{2m}-\varepsilon\right)
=\frac{m\sqrt{2m\varepsilon}}{2\pi^2\hbar^3},
\end{equation}
where the delta function supplied a factor $m/p$; $g=0$ for $\varepsilon<0$. The optical out-rate is therefore
\begin{equation}
\Gamma_{\rm op}=K\left[N g(E+\hbar\omega)+(N+1)g(E-\hbar\omega)\right],\qquad K=\frac{\pi D^2}{\rho\omega}.
\end{equation}

For acoustic phonons of wave number $q$ and speed $s$, the energy shift is $\Xi$ times the strain, so $D$ becomes $\Xi q$ and $\omega=sq$. If $\hbar\omega\ll k_BT$, then $N\approx N+1\approx k_BT/\hbar sq$. The squared matrix element becomes $\Xi^2k_BT/(2\rho s^2\Omega)$ for absorption and the same for emission. The wave number has cancelled, which makes the scattering isotropic. Neglecting the small energy change and adding the two processes,
\begin{equation}
\Gamma_{\rm ac}=\frac{2\pi}{\hbar}\frac{\Xi^2k_BT}{\rho s^2}\,g(E).
\end{equation}

The example uses $m=0.30\,m_e$, $\rho=2.3$ g/cm$^3$, $\hbar\omega=60$ meV, $D=120$ eV/nm, $\Xi=9$ eV and $s=9$ km/s. Then $k_BT=25.85$ meV and $N=0.109$. At 40 meV an electron cannot emit an optical phonon, and its rate is $0.666+1.924=2.590$ ps$^{-1}$, so $\tau=0.386$ ps. At 80 meV emission is open: $0.788+3.034+2.721=6.54$ ps$^{-1}$ and $\tau=0.153$ ps.

\section{Mobility and the decay of current}

In a weak steady force along $z$, the driving term in the second of the separated equations contains both $X$ and $f_A$, so it is of second order in $X$. Then $f_S$ differs from $f_0\propto e^{-E/k_BT}$ at second order, provided collisions restore $f_0$ from any even distribution. The model needs care here. A single optical phonon and strictly elastic acoustic scattering conserve the number of carriers on each ladder $E+n\hbar\omega$. Nothing then opposes the field in moving carriers between ladders, and the steady $f_S$ departs from $f_0$ however weak the field, which lowers the mobility by about 1\%. The small energy exchange with acoustic phonons, neglected in $\Gamma_{\rm ac}$, or collisions between carriers, is what restores $f_0$, and it is assumed to do so below. To first order, using $\partial f_0/\partial p_z=-v_zf_0/k_BT$ in Eq.~(\ref{oddeq}),
\begin{equation}
f_A=-\tau X\frac{\partial f_0}{\partial p_z}=\frac{X\tau v_z}{k_BT}f_0.
\end{equation}
Let $\langle\cdots\rangle$ be the average over $f_0$. Directional averaging gives $v_z^2\to v^2/3=2E/3m$, and $\langle E\rangle=\frac32k_BT$. The drift velocity is
\begin{equation}
\langle v_z\rangle_{\rm drift}=\frac{X\langle v_z^2\tau\rangle}{k_BT}
=\frac{2X\langle E\tau\rangle}{3mk_BT}
=\frac Xm\frac{\langle E\tau\rangle}{\langle E\rangle}.
\end{equation}
With $|X|=eF$ in a field $F$, the mobility is $\mu=e\bar\tau/m$, where $\bar\tau=\langle E\tau\rangle/\langle E\rangle$. The model gives $\bar\tau=0.2999$ ps, so
\begin{equation}
\mu=\frac{(1.602\times10^{-19}\,{\rm C})(0.2999\times10^{-12}\,{\rm s})}{0.30\,(9.109\times10^{-31}\,{\rm kg})}
=0.1758\ {\rm m^2/Vs},
\end{equation}
or 1758 cm$^2$/Vs.

The exact relaxation time belongs to a momentum state, not to the current. After the field is switched off, each state decays at its own rate:
\begin{equation}
\frac{J(t)}{J(0)}=\frac{\langle E\tau e^{-t/\tau}\rangle}{\langle E\tau\rangle}.
\end{equation}
Its initial decay rate is $\langle E\rangle/\langle E\tau\rangle=1/\bar\tau$. Since the exponential is convex, the average of $e^{-t/\tau}$ is at least the exponential of the average exponent, $e^{-t/\bar\tau}$. After 1 ps, 8.8\% of the current remains, against 3.6\% for a single exponential with $\bar\tau$. Slow electrons carry the tail: at 10 meV, $\tau=0.66$ ps.

\section{What happens without the parity}

Give the optical scattering the factor $1+\cos\gamma$ and keep the acoustic part isotropic. The out-rate $\Gamma=\Gamma_{\rm op}+\Gamma_{\rm ac}$ is unchanged, because $\cos\gamma$ averages to zero over final directions. Write $f_A=a(E)\cos\theta\,f_0$, with $\theta$ the angle to the force. Averaging $\cos\gamma\cos\theta'$ over the direction of $\mathbf p'$ gives $\frac13\cos\theta$, so arrivals survive. Those from $E+\hbar\omega$ come by emission and carry $(N+1)e^{-\hbar\omega/k_BT}=N$; those from $E-\hbar\omega$ come by absorption and carry $Ne^{\hbar\omega/k_BT}=N+1$. The steady equation becomes
\begin{align}
\frac{Xv}{k_BT}={}&\Gamma(E)a(E)-\frac K3\big[Ng(E+\hbar\omega)a(E+\hbar\omega)\nonumber\\
&+(N+1)g(E-\hbar\omega)a(E-\hbar\omega)\big].
\end{align}
The value of $a$ at $E$ now depends on its value at $E+\hbar\omega$ and, if $E>\hbar\omega$, also on its value at $E-\hbar\omega$. Solving by iteration from $a=Xv/(k_BT\Gamma)$ adds positive terms at each round, which is why the mobility rises to 1976 cm$^2$/Vs.

Polar optical coupling, whose squared matrix element varies as $1/q^2$, is a physical case of this kind. Consider an electron at $4k_BT$ with the same phonon energy and no acoustic scattering. For a perturbation proportional to $p_ze^{-E/k_BT}$, the apparent relaxation rate is about two thirds of the out-rate. For $p_zEe^{-E/k_BT}$ it is about three quarters. A rate that changes with the shape of the perturbation is not a property of the scattering alone.

A vanishing mean final velocity is a weaker condition than the parity used above. The factor $1+P_3(\cos\gamma)$ gives zero mean final velocity on each energy shell, yet it is not even. Averaging $P_3(\cos\gamma)$ against $P_l(\cos\theta')$ gives zero for $l=1$ and $\frac17P_3(\cos\theta)$ for $l=3$. The low-field mobility in a spherical band involves $l=1$ and is unaffected. But for the perturbation $f_0P_3(\cos\theta)$ at 80 meV, arrivals return one seventh of the optical rate, and the relaxation rate relative to the out-rate is
\begin{equation}
1-\frac{0.788+3.034}{7\times6.544}=0.917.
\end{equation}

\section{Why nondegenerate carriers}

When occupations are not small, each transition carries the probability that its final state is empty. With $f'=f(\mathbf p')$, $S=S(\mathbf p,\mathbf p')$ and $S'=S(\mathbf p',\mathbf p)$,
\begin{align}
C[f]&=\sum_{\mathbf p'}\left[f'(1-f)S'-f(1-f')S\right]\nonumber\\
&=\sum_{\mathbf p'}f'S'-f\sum_{\mathbf p'}\left[(1-f')S+f'S'\right].
\end{align}
In every sum $f'$ multiplies a function even in $\mathbf p'$, so its odd part drops out and $f'$ may be replaced by $f_S'$. What remains of each sum is even in $\mathbf p$. The odd part of $C$ is thus $-f_A\Gamma_P$, with
\begin{equation}
\Gamma_P=\sum_{\mathbf p'}\left[(1-f_S')S+f_S'S'\right]
=\frac1\tau+\sum_{\mathbf p'}f_S'(S'-S).
\end{equation}
A relaxation time still exists, but it is no longer the inverse of the bare out-rate. An extra electron at $\mathbf p$ also blocks arrivals there, and the missing arrivals count as additional loss. For elastic scattering with $S=S'$ this balances the blocking of departures. For optical phonons $S'-S$ is proportional to $(N+1)-N=1$ at the upper energy and to $N-(N+1)=-1$ at the lower, so that, if $f_S$ depends on energy alone,
\begin{equation}
\Gamma_P-\frac1\tau=K\left[g(E+\hbar\omega)f_S(E+\hbar\omega)-g(E-\hbar\omega)f_S(E-\hbar\omega)\right].
\end{equation}
With six valleys in equilibrium and $10^{15}$ electrons per cm$^3$, the shift is below 0.001\% of the total rate at both 40 and 80 meV. At $10^{19}$ cm$^{-3}$ it is $+2.3\%$ at 40 meV and $-7.2\%$ at 80 meV.

\section{The model beside silicon}

The measured electron mobility of lightly doped silicon at room temperature is roughly 1400 cm$^2$/Vs, so the model is high by about a quarter. It replaces several intervalley phonons by one and ellipsoidal valleys by a sphere. Rough masses of 0.92 and 0.19 $m_e$ would multiply the mobility by 1.05, and a band nonparabolicity of 0.5 eV$^{-1}$ by 0.88; if the two factors simply multiply, the result is about 1630. Raising both $D$ and $\Xi$ by 8\% would multiply every rate by 1.17 and remove the rest, so with couplings as rough as these the remaining difference says little about silicon. The model mobility falls to 980 cm$^2$/Vs at 400 K. The acoustic part is only approximately randomizing, since its phonons reach 6.5 meV at $E=\frac32k_BT$, a quarter of $k_BT$; the effect on the mobility was not computed. In silicon there is a second cause. The acoustic coupling of a valley depends on the direction of the phonon wave vector relative to the valley axis, which breaks the parity even for elastic collisions. With rough deformation potentials the acoustic momentum-loss rate then differs from the acoustic out-rate by some 10 to 40\%, and differently along and across the axis. At 100 V/cm the heating is 0.06 K if the distribution is taken to stay Maxwellian, as frequent collisions between carriers would make it, and to lose energy to optical phonons alone. Without such collisions the shape changes. Solving for $f_S$ with the slow acoustic energy exchange included raises the mean energy by the equivalent of about 0.2 K and lowers the mobility by about 0.1\%, and by about 5\% at 1000 V/cm. The heating grows as the square of the field while small, so the low-field mobility does not carry over to the high fields of short transistor channels. Eq.~(\ref{oddeq}) still holds for randomizing scattering in a strong uniform field, but $f_S$ must be found first, and the band energy must remain even about the valley minimum. In silicon that is true only near the minimum, so for very hot electrons the equation becomes an approximation.

Ionized impurities in doped silicon show how badly the out-rate can mislead when scattering favours small angles. Elastic scattering in a spherical band does have a relaxation time for $f_A=a(E)\cos\theta$: arrivals come from the same energy and return the average of $\cos\gamma$, so the rate is $\sum_{\mathbf p'}S(1-\cos\gamma)$. For $10^{15}$ impurities per cm$^3$, screened by an equal density of carriers in a medium of relative permittivity 11.7, the golden rule at $E=\frac32k_BT$ gives an out-rate of 34 ps$^{-1}$ but a momentum-loss rate of 0.030 ps$^{-1}$. The first is 13 times the phonon out-rate of 2.56 ps$^{-1}$ at that energy; the second is about 1\% of it. Almost all the transitions counted in the out-rate leave the electron moving nearly as before, and the arrivals that parity would have cancelled restore nearly everything the departures remove. The out-rate should not be read as a number of separate collisions. It would mean a path of only 6 nm between events, while the screening length is 129 nm and the impurities are about 100 nm apart. The golden rule is itself rough here: an eikonal estimate, which goes beyond lowest order in the potential, lowers the out-rate to about 23 ps$^{-1}$. The large gap between the two rates remains.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough silicon values)
temperature 300 K, kT 25.85 meV
mass 0.30 m_e, mass density 2.3 g/cm3
phonon energy 60 meV, occupation N 0.1089
optical coupling D 120 eV/nm
acoustic coupling 9.0 eV, sound speed 9.0 km/s
RATES in 1/ps: absorption, emission, acoustic, total; tau in ps
E  10 meV: 0.557 0.000 0.962 1.519; tau 0.6581
E  40 meV: 0.666 0.000 1.924 2.590; tau 0.3860
E  80 meV: 0.788 3.034 2.721 6.544; tau 0.1528
E 120 meV: 0.894 5.255 3.333 9.482; tau 0.1055
TRANSPORT
energy-weighted mean tau 0.2999 ps
mobility from tau 1758.5 cm2/Vs
mobility, full equation, isotropic 1758.5 cm2/Vs
mobility, full equation, kernel 1+P2 1758.5 cm2/Vs
mobility, full equation, kernel 1+P1 1976.1 cm2/Vs
current left 1.0 ps after field-off 0.0880
single exponential with mean tau 0.0357
EXACTNESS CHECKS (dimensionless)
odd-part decay error after 0.3 ps 4.5e-16
largest change of even part 0.483
grid out-rate / closed out-rate 0.99847
grid test energy 4.0 kT; effective rate / out-rate:
  randomizing: shape 0 1.00000, shape 1 1.00000
  polar: shape 0 0.65902, shape 1 0.75466
P3 kernel at 80 meV, effective rate / out-rate: l=1 1.00000, l=3 0.91655
NEGLECTED EFFECTS
n 1e+15 cm-3: Fermi level -261.5 meV, rate shift 40 meV 0.0002 %, 80 meV -0.00076 %
n 1e+19 cm-3: Fermi level -19.7 meV, rate shift 40 meV 2.3 %, 80 meV -7.2 %
heating at 100 V/cm, optical loss only 0.058 K
rough masses 0.92, 0.19 m_e: mobility factor 1.047
nonparabolicity 0.5 /eV: mobility factor 0.883
largest acoustic phonon at 1.5 kT 6.55 meV
level broadening hbar/mean tau 2.19 meV
mobility at 250 K 2573, at 400 K 980 cm2/Vs
impurities 1e+15 cm-3, relative permittivity 11.7, E 1.5 kT:
  out-rate 34.44 /ps, momentum-loss rate 0.0301 /ps
  phonon out-rate at same energy 2.557 /ps
\end{verbatim}
